# Energy variance of a determinant and the sigma-SCF effective Fock matrix

## The decision: what should the iteration minimize?

Suppose a calculation needs a single determinant for an excited state. If the iteration lowers the energy, it can slide down to the ground determinant, unless an imposed spin or spatial symmetry, or a local minimum of the energy, holds it back. One alternative is to minimize a quantity that is small near every energy eigenstate, whatever its energy. The energy variance has this property, and adding a squared distance from a chosen energy $\omega$ steers the search towards part of the spectrum.

To implement this, one needs the variance in terms of available integrals and a matrix that replaces the Fock matrix in the diagonalization step. Both are derived here, with the conditions on their use.

## Conventions

The one-particle basis is finite and orthonormal, and its functions are spin orbitals. The Hamiltonian is

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\frac14\sum_{pqrs}\langle pq||rs\rangle a_p^\dagger a_q^\dagger a_s a_r+E_{\rm nuc},$$

where $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. These integrals change sign when the two left or the two right indices are exchanged, and $\langle pq||rs\rangle^*=\langle rs||pq\rangle$.

The normalized determinant $\Phi$ has occupied orbitals $i,j$ and virtual orbitals $a,b$; $p,q,\dots$ denote any orbital. Its density matrix is $P_{pq}=\sum_i C_{pi}C_{qi}^*$, with $P^2=P$, and $Q=1-P$ projects on the virtual space. Define the linear map

$$G[X]_{pq}=\sum_{rs}\langle pr||qs\rangle X_{sr},\qquad F=h+G[P].$$

In the orbital basis, $F_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle$. The determinant need not be a Hartree-Fock solution, so $F_{ai}$ may be nonzero.

The formulas hold in any consistent unit of energy. The example uses hartree. The variance and its effective Fock matrix then carry hartree².

## The variance formula

Let $E=\langle\Phi|H|\Phi\rangle$. Inserting the complete set of $N$-electron determinants $K$ of the basis between the two factors of $H$ gives

$$\langle H^2\rangle=\sum_K|\langle K|H|\Phi\rangle|^2
=E^2+\sum_{K\ne\Phi}|\langle K|H|\Phi\rangle|^2 .$$

Therefore

$$\sigma^2=\langle H^2\rangle-E^2=\sum_{K\ne\Phi}|\langle K|H|\Phi\rangle|^2.$$

Each term of $H$ replaces at most two orbitals, so only singly and doubly excited determinants contribute.

**Singles.** Take $\Phi_i^a=a_a^\dagger a_i\Phi$. The one-body operator reaches it only through $p=a$, $q=i$, which gives $h_{ai}$. The two-body operator must remove $i$ and a spectator $j$, then restore $j$ and create $a$. The left indices can be $(a,j)$ or $(j,a)$, and the right indices $(i,j)$ or $(j,i)$. Antisymmetry of the integrals and operators makes the four contributions equal, which cancels the factor $1/4$. For $j\ne i$,

$$a_a^\dagger a_j^\dagger a_j a_i\Phi=a_a^\dagger a_i\,a_j^\dagger a_j\Phi=\Phi_i^a,$$

because moving $a_i$ past the pair $a_j^\dagger a_j$ involves two sign changes. Hence

$$\langle\Phi_i^a|H|\Phi\rangle=h_{ai}+\sum_j\langle aj||ij\rangle=F_{ai}.$$

The term $j=i$ may be included because $\langle ai||ii\rangle=0$.

**Doubles.** Take $\Phi_{ij}^{ab}=a_a^\dagger a_b^\dagger a_j a_i\Phi$. Again there are two orders of the left indices and two of the right, all with equal contributions, so

$$\langle\Phi_{ij}^{ab}|H|\Phi\rangle=\langle ab||ij\rangle.$$

Distinct doubles have $i<j$ and $a<b$. An unrestricted sum counts each one $2\times2=4$ times, and terms with $i=j$ or $a=b$ vanish. The result is

$$\boxed{\sigma^2=\sum_{ia}|F_{ai}|^2+\frac14\sum_{ijab}|\langle ij||ab\rangle|^2.}$$

The first sum measures the failure of the determinant to be stationary in energy. The second measures its coupling to pair excitations. At a Hartree-Fock solution that is stationary under all spin-orbital rotations (closed-shell or unrestricted) the first sum is zero. A restricted open-shell solution is not of this kind: for the quartet nitrogen atom in the 6-31G basis the first sum is 0.0049 hartree². For one electron, or for no two-body interaction, the second is zero. Both vanish together exactly when $\Phi$ is an eigenstate of the Hamiltonian in this basis.

### The basis-set condition

The inserted determinants span only the chosen basis. Let $\Pi$ project on their space. The Hamiltonian of complete space obeys

$$\|H\Phi\|^2=\|\Pi H\Phi\|^2+\|(1-\Pi)H\Phi\|^2.$$

The boxed formula omits the last, nonnegative term. It is therefore the variance of the projected Hamiltonian $\Pi H\Pi$, and the bounds below concern the eigenvalues of that Hamiltonian.

## Targeting an energy

Define $W_\omega=\langle(H-\omega)^2\rangle$. Writing $H-\omega=(H-E)+(E-\omega)$ and using $\langle H-E\rangle=0$ removes the cross term:

$$W_\omega=\sigma^2+(E-\omega)^2.$$

Expand $\Phi$ in eigenstates of the projected Hamiltonian, with energies $E_n$ and weights $w_n$ that sum to one. Then

$$\sigma^2=\sum_n w_n(E_n-E)^2\ge\min_n(E_n-E)^2,$$

$$W_\omega=\sum_n w_n(E_n-\omega)^2\ge\min_n(E_n-\omega)^2.$$

An eigenvalue thus lies within $\sigma$ of $E$, and one lies within $\sqrt{W_\omega}$ of $\omega$. These are bounds on a distance. They do not identify the state, and when the interval holds several levels they cannot decide between them.

Over all normalized states in the basis, the minimum of $W_\omega$ is reached by an eigenstate nearest to $\omega$. Over determinants this guarantee is lost: a determinant farther from $\omega$ can win by having a smaller variance.

## Derivation of the effective Fock matrix

### The functional in terms of projectors

In the orbital basis $P$ selects occupied and $Q$ virtual indices, so

$$\sigma^2=T_1+T_2,\qquad T_1={\rm Tr}(PFQF),$$

$$T_2=\frac14\sum\langle pq||rs\rangle Q_{rt}Q_{su}\langle tu||vw\rangle P_{vp}P_{wq},$$

with the last sum over all eight indices. Now vary $P$ by a Hermitian $dP$, with $dQ=-dP$ and $dF=G[dP]$.

### The singles term

The four factors of $T_1$ give

$$dT_1={\rm Tr}(dP\,FQF)+{\rm Tr}(P\,dF\,QF)-{\rm Tr}(PF\,dP\,F)+{\rm Tr}(PFQ\,dF).$$

Cyclic permutation under the trace collects this into

$$dT_1={\rm Tr}[dP(FQF-FPF)]+{\rm Tr}[dF(QFP+PFQ)].$$

To extract $dP$ from $dF$, use

$${\rm Tr}(G[D]X)=\sum_{pqrs}\langle pr||qs\rangle D_{sr}X_{qp}={\rm Tr}(D\,G[X]).$$

The second equality follows on renaming $p\leftrightarrow r$, $q\leftrightarrow s$ and using $\langle rp||sq\rangle=\langle pr||qs\rangle$. Therefore

$$dT_1={\rm Tr}\{dP(FQF-FPF+G[QFP+PFQ])\}.$$

### The doubles term

The variations of the two factors $P$ in $T_2$ are equal, as exchanging the two particle labels shows. Together they turn $1/4$ into $1/2$ and give ${\rm Tr}(N\,dP)$, with

$$N_{pq}=\frac12\sum_{jab}\langle pj||ab\rangle\langle ab||qj\rangle.$$

The two factors $Q$ also contribute equally, with a minus sign from $dQ=-dP$:

$$-\frac12\sum_{ijb}\sum_{rt}\langle ij||rb\rangle\,dP_{rt}\,\langle tb||ij\rangle=-{\rm Tr}(M\,dP),$$

$$M_{pq}=\frac12\sum_{ijb}\langle pb||ij\rangle\langle ij||qb\rangle.$$

Collecting the terms, $d\sigma^2={\rm Tr}(F^\sigma dP)$ with

$$\boxed{F^\sigma=FQF-FPF+G[QFP+PFQ]+N-M.}$$

### Adding the target

The energy is $E={\rm Tr}(hP)+\frac12{\rm Tr}(P\,G[P])+E_{\rm nuc}$. Its second term gives two equal variations, so $dE={\rm Tr}[(h+G[P])dP]={\rm Tr}(F\,dP)$. The chain rule applied to $(E-\omega)^2$ gives

$$dW_\omega={\rm Tr}(F^W dP),\qquad
\boxed{F^W=F^\sigma+2(E-\omega)F.}$$

When $E>\omega$, the target term acts like energy minimization. When $E<\omega$, its sign reverses and it favours a higher energy.

## Which block is physical?

The new density matrix must again be idempotent. Differentiating $P^2=P$ gives $dP=P\,dP+dP\,P$. Multiplying by $P$ on both sides gives $P\,dP\,P=2P\,dP\,P$, so this block is zero. Multiplying by $Q$ on both sides gives $Q\,dP\,Q=0$. Hence

$$dP=P\,dP\,Q+Q\,dP\,P,$$

$$dW_\omega=2\,{\rm Re}\sum_{ai}F^W_{ia}\,dP_{ai}.$$

The elements $dP_{ai}$ are free. Stationarity over all determinants thus requires and is ensured by $F^W_{ai}=0$. Since $[F^W,P]=QF^WP-PF^WQ$, an equivalent condition is $[F^W,P]=0$.

For checking code, the relevant block is

$$\begin{aligned}
F^W_{ai}={}&\sum_bF_{ab}F_{bi}-\sum_jF_{aj}F_{ji}\\
&+\sum_{jb}\left(\langle aj||ib\rangle F_{bj}+\langle ab||ij\rangle F_{jb}\right)\\
&+N_{ai}-M_{ai}+2(E-\omega)F_{ai}.
\end{aligned}$$

The diagonal blocks depend on how the functional is continued to matrices that are not idempotent. For example, replace its argument $P$ by $3P^2-2P^3$. This leaves every determinant's value unchanged. At an idempotent $P$, the variation of the new argument is

$$P\,dP+dP\,P-2P\,dP\,P=P\,dP\,Q+Q\,dP\,P.$$

The derivative keeps the same occupied-virtual block, while its diagonal blocks become zero. The ordinary Fock matrix has the same freedom. Its elements $F_{ii}$ still have a meaning, because the energy is linear in each occupation number, so that $F_{ii}$ equals the frozen-orbital difference $E(N)-E(N-1)$. The variance is not linear in each occupation number, and $F^\sigma_{ii}$ is not the corresponding difference of variances: for the highest occupied orbital of LiH (1.6 Å, STO-3G) the two are $-0.082$ and $-0.0001$ hartree². The eigenvalues of $F^W$ carry energy squared and are not orbital energies or ionization energies; they serve the iteration.

### Hartree-Fock solutions are generally not variance-stationary

At a closed-shell or unrestricted Hartree-Fock solution $F_{ai}=0$. Every term containing such an element drops out, leaving

$$F^W_{ai}=F^\sigma_{ai}=N_{ai}-M_{ai}.$$

Nothing in the Hartree-Fock condition sets this difference to zero, although symmetry can do so for particular pairs. Minimizing the variance therefore generally moves the orbitals away from the Hartree-Fock solution, accepting some singles contribution in exchange for a smaller doubles contribution.

## The iteration

Aufbau filling of the unmodified $F^W$ need not lower $W_\omega$. Add a level shift $\lambda>0$ to the virtual space, diagonalize $F^W+\lambda Q$, and occupy the lowest levels. Here $\lambda$ has the unit of energy squared.

For large $\lambda$, let the new occupied space be spanned by $|i\rangle+\sum_aX_{ai}|a\rangle$. Requiring this space to be invariant under $F^W+\lambda Q$ gives, in block form with $o$ for occupied and $v$ for virtual,

$$F^W_{vo}+(F^W_{vv}+\lambda)X-XF^W_{oo}-XF^W_{ov}X=0.$$

The leading solution is $X=-F^W_{vo}/\lambda$, so $dP_{ai}=-F^W_{ai}/\lambda$ and

$$\Delta W_\omega=-\frac{2}{\lambda}\sum_{ai}|F^W_{ai}|^2+O(\lambda^{-2}).$$

A sufficiently large shift thus lowers $W_\omega$ unless the determinant is already stationary. This guarantees a descent step, but neither fast convergence nor a minimum: the iteration stops at any stationary point. In the H₂ example below, variance minimization from the undisturbed Hartree-Fock orbitals stops at a symmetric solution ($\sigma^2=0.049407$ hartree²) that is a saddle point.

A practical sequence is as follows.

1. Choose a starting determinant with small $W_\omega$, including its variance and not just its energy. Disturb its orbitals slightly if symmetry should not be imposed.
2. Build $F$, $N$, $M$ and $F^W$. Diagonalize with the level shift, separately for each spin if the spin projection is to be kept.
3. Accept the new orbitals if $W_\omega$ does not rise beyond rounding error, then reduce the shift. Otherwise keep the old orbitals and increase the shift.
4. Stop when the norm of the occupied-virtual block is below a threshold stated in energy squared.
5. Starting from this result (the example below first disturbs it slightly once more), repeat with $\sigma^2$ and $F^\sigma$ in place of $W_\omega$ and $F^W$.

The last stage removes the pull of the target. Let $A$ minimize $W_\omega$ and $B$ minimize $\sigma^2$ over the same set of determinants. Then $W_\omega(A)\le W_\omega(B)$ and $\sigma^2(B)\le\sigma^2(A)$. Subtracting the variance from $W_\omega$ gives

$$(E_A-\omega)^2\le(E_B-\omega)^2.$$

The first stage can therefore place the energy closer to $\omega$ merely because $\omega$ was chosen there. The second stage has its own risk: nothing ties it to $\omega$, and it can move the determinant appreciably. For the H₂ model below, a target of 0.6 hartree gave a shift of 0.10 hartree between the stages, with a squared overlap of 0.80 between the two determinants. The orbitals and energy should be compared before and after.

With $m$ spin orbitals, $n$ occupied and $v$ virtual, direct contraction for $N$ costs of order $m^2nv^2$ operations, and for $M$ of order $m^2n^2v$. The integral transformation must be added. Only the occupied-virtual block is needed for stationarity and descent, and it costs $n^2v^3$ for $N$ and $n^3v^2$ for $M$. In the example below, an iteration with the diagonal blocks set to zero reaches the same three solutions, in more steps.

## Worked example: H₂ in a small basis

The molecule has a chosen bond length of 0.74 Å and the 6-31G basis, which gives four spatial orbitals. One electron has each spin; their real spatial orbitals may differ. There are $4\times4=16$ determinants in this spin sector, so the projected Hamiltonian can be diagonalized completely. "Exact" below means exact in this basis.

### The Hartree-Fock determinant

The Hartree-Fock energy is $-1.12676$ hartree. The singles sum vanishes to numerical precision, so

$$\sigma=\sqrt{0.049915}\ \text{hartree}=0.2234\ \text{hartree}=6.08\ \text{eV}.$$

The occupied-virtual block of $F^\sigma$ has norm 0.0262 hartree². This determinant is stationary in energy but not in variance.

The width is far from converged with respect to the basis. The Hartree-Fock $\sigma$ is 0.296, 0.365 and 0.396 hartree in cc-pVDZ, cc-pVTZ and cc-pVQZ, while the energy moves by less than 0.007 hartree. The unchanged 6-31G determinant has $\sigma=0.475$ hartree when the uncontracted cc-pVQZ functions are added to the space in which $H\Phi$ is resolved. Values of $\sigma$ can be compared only within one basis.

### Target −1.1 hartree

The search starts near the Hartree-Fock determinant. After the second stage $E=-1.1013$ hartree, and the variance is

$$0.007837+0.039717=0.047554\ \text{hartree}^2,$$

so $\sigma=0.2181$ hartree, or 5.93 eV. Compared with Hartree-Fock, the doubles sum falls by 0.010198 hartree² while the singles sum rises by 0.007837 hartree². The energy rises by 0.0254 hartree. Most of this change comes from the symmetry breaking described next: if both electrons are kept in one orbital of even parity, the variance falls only to 0.049407 hartree² and the energy rises by 0.0004 hartree.

The solution also breaks symmetry. Each occupied orbital has an inversion expectation value of 0.910 instead of 1, and $\langle S^2\rangle/\hbar^2=0.172$ instead of the singlet value 0. A lower variance does not ensure better symmetry or a better energy: the nearest exact level, $-1.1517$ hartree, is 0.0504 hartree away, whereas the Hartree-Fock energy is 0.0249 hartree away from it.

### Target −0.7 hartree

The start places the two electrons in different Hartree-Fock orbitals, the first and the second. The second stage gives $E=-0.6608$ hartree and

$$\sigma=\sqrt{0.000998+0.019851}\ \text{hartree}=0.1444\ \text{hartree}=3.93\ \text{eV}.$$

The orbitals have opposite parity, and $\langle S^2\rangle/\hbar^2=1.000$. For two electrons a triplet has the value 2 and a singlet 0, so this determinant has equal singlet and triplet weights. It is not a pure spin state.

The exact level nearest to the target is $-0.7569$ hartree, but the one nearest to the final energy is $-0.5891$ hartree. Both lie within $\sigma$ of the final energy. The determinant should not be assigned to either level on the basis of energy alone.

### Target 0 hartree

The start places both electrons in the second Hartree-Fock orbital. The first stage gives

$$\sqrt{W_\omega}=\sqrt{0.14668^2+0.04252^2}\ \text{hartree}=0.1527\ \text{hartree}.$$

The second gives $E=-0.0426$ hartree, or $-1.16$ eV, with $\sigma=0.1467$ hartree, or 3.99 eV. Both orbitals have parity $-1$, and the spin expectation value is zero. The nearest exact level is only 0.0020 hartree away, much less than $\sigma$. This closeness is a result of the example; the variance bound alone would not have predicted it.

Ordinary energy minimization from the same disturbed start goes from 0.0192 to $-1.12676$ hartree, the Hartree-Fock ground energy. Variance minimization retains a high-energy solution here.

At all three final solutions, the lowest curvature of $\sigma^2$ is positive within real, spin-conserving orbital rotations. They are local minima in that space; no claim of a global minimum follows. The first and third solutions also persist when complex and spin-flip rotations are allowed. The second does not: it is a saddle point under spin-flip rotations and relaxes to a pure triplet determinant with $E=-0.7555$ hartree and $\sigma=0.053$ hartree. The numbers belong to the 6-31G basis. In cc-pVDZ and cc-pVTZ the first target gives $E=-1.072$ and $-1.039$ hartree with $\langle S^2\rangle/\hbar^2=0.34$ and $0.50$, so the symmetry breaking persists and grows. The second gives $-0.688$ and $-0.681$ hartree. For the third, the same start and target can end on a different solution with $\langle S^2\rangle/\hbar^2=1$. The numerical check also compares the general formulas with explicit operators for a random complex Hamiltonian with three fermions.

## What to report from a calculation

Report $E$, $\sigma$, the singles and doubles parts, and the spin and spatial symmetry of the determinant, together with $\omega$ and the starting orbitals. A large singles part shows distance from energy stationarity. A large doubles part shows large matrix elements to pair excitations, which orbital optimization may be unable to remove. It contains no energy denominators and does not measure the strength of correlation. Stretching H₂ (6-31G, restricted Hartree-Fock) from 0.74 to 2.5 Å changes it only from 0.050 to 0.051 hartree², while the weight of all other determinants in the exact ground state rises from 0.014 to 0.36. Helium has 0.15 and 0.37 hartree² in cc-pVDZ and cc-pVQZ, with that weight below 0.01.

The width $\sigma$ also grows with system size. For two noninteracting fragments described by a product determinant, $H=H_A+H_B$ and the cross term in the variance factorizes into $2\langle H_A-E_A\rangle\langle H_B-E_B\rangle=0$. Hence $\sigma^2=\sigma_A^2+\sigma_B^2$, and for $k$ identical fragments $\sigma$ grows as $\sqrt{k}$. A local excitation energy does not grow with the number of distant spectators, so in a large system the interval $E\pm\sigma$ can cover many levels. This already happens in small molecules: for the Hartree-Fock determinant of one water molecule (O–H 0.958 Å, angle 104.4°), $\sigma$ is 0.70, 1.00 and 1.47 hartree in 6-31G, cc-pVDZ and cc-pVTZ, while the lowest singlet excitation energy from configuration interaction with singles is about 0.34 hartree; 5, 9 and 37 such excitation energies are smaller than $\sigma$. The intended level may also lie outside the interval, because the error of $E$ grows as $k$. For $k$ distant H₂ molecules in the Hartree-Fock determinant above, this error is $0.0249k$ hartree and $\sigma$ is $0.2234\sqrt{k}$ hartree, so the ground level leaves the interval for $k>80$ (near $k=73$, 86 and 96 in cc-pVDZ, cc-pVTZ and cc-pVQZ). Following the character of the orbitals then becomes necessary to identify the state.

## Numbers as computed

```
random model: variance from H^2 = 23.02405434 (model units)
random model: singles + doubles = 23.02405434 (model units)
random model: relative error of dW = 5.7e-08
random model: level-shift change / prediction = 1.00007
H2 distance = 0.74 angstrom, spatial orbitals = 4
exact levels 1-8 (hartree): -1.1517 -0.7569 -0.5891 -0.2918 -0.1044 -0.0406 0.2216 0.2664
exact levels 9-16 (hartree): 0.3257 0.6081 0.7600 0.8183 0.9545 1.2007 1.4676 1.9277
HF energy = -1.126755 hartree
HF variance: singles = 2.91e-26, doubles = 0.049915 hartree^2
HF variance from exact H = 0.049915 hartree^2
HF sigma = 0.22342 hartree = 6.079 eV
HF norm of F_sigma occ-virt block = 0.02620 hartree^2
target omega = -1.1 hartree; start orbitals up 1, down 1
  start energy before disturbance = -1.12676 hartree
  W minimization: E = -1.10095, sigma = 0.21807, sqrt(W) = 0.21807 hartree
  sigma^2 minimization: E = -1.10131 hartree = -29.968 eV
  sigma = 0.21807 hartree = 5.934 eV
  singles = 0.007837, doubles = 0.039717 hartree^2
  nearest exact level = -1.15167 hartree, distance = 0.05036 hartree
  <S^2>/hbar^2 = 0.1716; parity up = 0.9102, down = 0.9102
  lowest curvature of sigma^2 = 0.15144 hartree^2; steps = 65 + 62
target omega = -0.7 hartree; start orbitals up 1, down 2
  start energy before disturbance = -0.64619 hartree
  W minimization: E = -0.66098, sigma = 0.14441, sqrt(W) = 0.14959 hartree
  sigma^2 minimization: E = -0.66083 hartree = -17.982 eV
  sigma = 0.14439 hartree = 3.929 eV
  singles = 0.000998, doubles = 0.019851 hartree^2
  nearest exact level = -0.58908 hartree, distance = 0.07175 hartree
  <S^2>/hbar^2 = 1.0000; parity up = 1.0000, down = -1.0000
  lowest curvature of sigma^2 = 0.39711 hartree^2; steps = 31 + 31
target omega = 0.0 hartree; start orbitals up 2, down 2
  start energy before disturbance = 0.00296 hartree
  W minimization: E = -0.04252, sigma = 0.14668, sqrt(W) = 0.15272 hartree
  sigma^2 minimization: E = -0.04260 hartree = -1.159 eV
  sigma = 0.14667 hartree = 3.991 eV
  singles = 0.000529, doubles = 0.020982 hartree^2
  nearest exact level = -0.04062 hartree, distance = 0.00198 hartree
  <S^2>/hbar^2 = 0.0000; parity up = -1.0000, down = -1.0000
  lowest curvature of sigma^2 = 0.11872 hartree^2; steps = 101 + 83
energy minimization from last start: 0.01920 -> -1.12676 hartree
```
